Redhead's Peak Condition for First-Order Thermal Desorption

A surface carries an adsorbed layer of fractional coverage θ. It is heated at a constant rate while a detector records the desorbing particles. The signal rises, passes through a maximum and dies away. This problem asks what the temperature of the maximum says about the energy barrier to desorption.

The model is first-order desorption with an activated rate constant:

dθ/dt = −ν θ exp(−E/(kT)),  T = T0 + βt,  β > 0.

Here E > 0 is the barrier per particle, ν the prefactor, k Boltzmann's constant, β the heating rate and T0 the starting temperature. The desorption rate is r = −dθ/dt, counted as a fraction of a full layer per second. Three assumptions are made:

- E and ν depend neither on coverage nor on temperature.
- Desorbed particles do not return to the surface.
- Pumping is fast enough for the detector signal to be proportional to r at each moment.

Temperatures are in kelvin, times in seconds and energies in electronvolts, which suit a laboratory ramp better than atomic units. The abbreviation x = E/(kT) is used throughout, and a subscript p marks values at the peak.

The numerical example is a model adsorbate with round parameters: E = 1.20 eV (115.8 kJ/mol), ν = 10¹³ s⁻¹, β = 2 K/s, T0 = 200 K and initial coverage θ0 = 1. Boltzmann's constant is k = 8.617333 × 10⁻⁵ eV/K.

**(a) Find the condition that the peak temperature Tp must satisfy. Does it depend on the initial coverage?**

Because dT/dt = β is constant, the chain rule gives dθ/dt = β dθ/dT, so

dθ/dT = −(ν/β) θ e^(−x).

For the same reason dr/dt = β dr/dT, and a maximum in time is also a maximum in temperature.

The coverage stays positive at any finite temperature, since the equation integrates to θ0 times an exponential. The logarithm of r = νθe^(−x) may therefore be taken:

ln r = ln ν + ln θ − E/(kT).

Differentiate each term with respect to T. The first gives zero. The second gives (1/θ) dθ/dT = −(ν/β)e^(−x), in which θ has cancelled. The third gives +E/(kT²), because the derivative of −1/T is +1/T². Hence

d ln r/dT = E/(kT²) − (ν/β) e^(−E/(kT)).

The first term is the relative growth of the rate constant per kelvin. The second is the relative loss of adsorbate per kelvin. At the peak they balance:

E/(kTp²) = (ν/β) exp(−E/(kTp)).

This is Redhead's peak condition. Neither θ0 nor T0 appears in it. A larger initial dose multiplies the whole curve by a constant and leaves its maximum in place. This rests on the rate being proportional to θ, and part (f) shows what happens when it is not.

**(b) Show that the condition has one solution and that it is a maximum. Find Tp for the example. When does a ramp show no such peak?**

Put T = E/(kx) into the left side of the condition: E/(kT²) = kx²/E. Multiplying by (E/k)e^x gives

x² e^x = νE/(kβ).

For x > 0 the left side increases steadily from zero to infinity, so there is one positive root xp. To write it down, take the positive square root and divide by 2:

(x/2) e^(x/2) = ½ √(νE/(kβ)).

The Lambert function W is defined by W(z) e^(W(z)) = z. For positive z it has one real value, so

xp = 2 W(½ √(νE/(kβ))),  Tp = E/(k xp).

To identify the type of stationary point, write the slope as

d ln r/dT = (k/E) e^(−x) [x² e^x − νE/(kβ)].

Below Tp, x is larger than xp and the bracket is positive. Above Tp it is negative. The rate therefore rises up to Tp and falls afterwards.

The sharpness of the maximum follows from a second differentiation. Since dx/dT = −x/T,

d/dT [E/(kT²)] = −2E/(kT³) = −2x/T²,

d/dT [(ν/β)e^(−x)] = (ν/β)e^(−x) (x/T).

At the peak (ν/β)e^(−xp) = E/(kTp²) = xp/Tp, so the second line becomes xp²/Tp². Subtracting it from the first gives

d² ln r/dT² at Tp = −xp(xp + 2)/Tp².

For the example, νE/(kβ) = 6.9627 × 10¹⁶ and the root is xp = 31.859. Then

Tp = 1.20 eV / (8.617333 × 10⁻⁵ eV/K × 31.859) = 437.09 K.

Integrating the rate equation in time and locating the maximum of the resulting curve, without using the condition, also gives 437.09 K. There the growth and depletion terms are both 0.07289 K⁻¹. The curvature is −5.646 × 10⁻³ K⁻², which corresponds to a temperature scale of 1/√(5.646 × 10⁻³) ≈ 13.3 K for the top of the peak.

The ramp must start below Tp and continue beyond it. If it starts at or above Tp, there is no rising part. For a start at 450 K the integrated rate falls from the outset, and reading that first value as a peak temperature would be wrong.

**(c) How fast is desorption at the peak, and how much of the layer is still there?**

The rate constant at the peak follows from multiplying (ν/β)e^(−xp) = xp/Tp by β:

ν e^(−xp) = β xp/Tp = 2 × 31.859/437.09 s⁻¹ = 0.1458 s⁻¹.

Its inverse, about 6.9 s, is the mean residence time of a particle if the temperature were held at Tp. The ramp thus selects the temperature at which this time equals Tp/(βxp), the time in which the ramp raises the rate constant appreciably.

For the coverage, integrate dθ/θ = −(ν/β)e^(−x) dT from T0 to Tp:

ln(θp/θ0) = −(ν/β) ∫ e^(−E/(kT)) dT.

Substitute T = E/(ks), so that dT = −E/(ks²) ds. The minus sign reverses the limits:

ln(θp/θ0) = −(νE/(kβ)) ∫ e^(−s)/s² ds, from s = xp to s = x0 = E/(kT0).

By part (b) the factor in front equals xp² e^(xp). For a cold start the upper limit may be replaced by infinity. The added piece of the integral is smaller than e^(−x0)/x0², so it changes the logarithm by less than (xp/x0)² e^(−(x0 − xp)). Here x0 = xp Tp/T0 ≈ 69.6, and this is below 10⁻¹⁶.

One integration by parts gives

∫ e^(−s)/s² ds (xp to ∞) = e^(−xp)/xp − E1(xp),

where E1(xp) is the exponential integral, ∫ e^(−s)/s ds from xp to infinity. Therefore

θp/θ0 = exp[−(xp − xp² e^(xp) E1(xp))].

For large xp a more readable form comes from integrating by parts the other way, integrating e^(−s) each time:

∫ e^(−s) s^(−n) ds = e^(−xp) xp^(−n) − n ∫ e^(−s) s^(−n−1) ds.

Using this for n = 2, 3 and 4, and multiplying by xp² e^(xp), gives

−ln(θp/θ0) = 1 − 2/xp + 6/xp² − R,  0 < R < 24/xp³.

The bound on R holds because s^(−5) is at most xp^(−5) in the remaining integral. Neglecting R,

θp/θ0 ≈ exp(−1 + 2/xp − 6/xp²) = exp(−1 + 0.0628 − 0.0059) = 0.3894.

The full expression and the integrated rate equation both give 0.3897. In the limit of large xp the fraction tends to 1/e = 0.3679. At finite xp it is larger, because 1/s² is below 1/xp² throughout the integral, which makes −ln(θp/θ0) less than 1. At the peak about 61% of the layer has already gone.

The maximum rate is the product of the two results, 0.1458 s⁻¹ × 0.3897 = 0.0568 layers per second.

**(d) A peak has been measured at Tp, and ν is taken as known. Find E, and a simple estimate that needs no special function. How good is the estimate?**

Now Tp is given and E is sought, so the condition is arranged differently. Multiply it by Tp:

xp = (νTp/β) e^(−xp), or xp e^(xp) = νTp/β.

The definition of W gives

E = kTp W(νTp/β).

Taking the logarithm instead gives the equivalent form

E = kTp [ln(νTp/β) − ln xp].

The unknown still stands on the right, but inside a logarithm, where it varies slowly. Redhead's estimate replaces ln xp by the constant 3.64:

E_est = kTp [ln(νTp/β) − 3.64].

Its error follows by dividing by E = kTp xp and using ln(νTp/β) = xp + ln xp:

E_est/E − 1 = (ln xp − 3.64)/xp.

The estimate is too low when xp is below e^3.64 ≈ 38.1 and too high above it.

In the example kTp = 0.037666 eV and ln(νTp/β) = 35.3206. The estimate is

E_est = 0.037666 eV × (35.3206 − 3.64) = 1.1933 eV,

which is 0.56% below the true 1.20 eV. The formula agrees: (3.4613 − 3.64)/31.859 = −0.0056. With the correct ln xp = 3.4613 the bracket is 31.859, and the barrier of 1.2000 eV is recovered.

The quality of the estimate depends on νTp/β, which fixes xp. At this same Tp the error relative to the barrier solving the full condition is −2.68% for ν/β = 10⁸ K⁻¹, −1.50% for 10¹⁰ K⁻¹, −0.49% for 10¹³ K⁻¹ and −0.08% for 10¹⁵ K⁻¹.

A better value costs one more line. Insert the estimated x = 31.681 into the logarithm to get x = 35.3206 − ln 31.681 = 31.865, hence E = 1.2002 eV. Each such step reduces a small error in x by a factor of about xp, since the derivative of ln x is 1/x.

**(e) How much does an uncertain prefactor matter, and how can E and ν both be determined?**

Hold Tp and β fixed and differentiate xp + ln xp = ln(νTp/β):

(1 + 1/xp) dxp = d ln ν.

Since E = kTp xp, dE = kTp dxp, and so

dE/d ln ν = kTp xp/(1 + xp) = 0.037666 eV × 31.859/32.859 = 0.0365 eV.

A factor of ten in ν shifts the inferred barrier by 0.0365 × 2.303 = 0.084 eV, or 7%. Taking ν as 10¹² s⁻¹ gives E = 1.116 eV, and taking it as 10¹⁴ s⁻¹ gives 1.284 eV. Integrated ramps with either pair peak at the same temperature to within 0.001 K, so the position of one peak cannot distinguish them. In this example the uncertainty in ν matters far more than the error of the constant 3.64.

Peaks at several heating rates supply the missing information. Solve the condition for Tp²/β:

Tp²/β = (E/(kν)) e^(E/(kTp)),

ln(Tp²/β) = E/(kTp) + ln(E/(kν)).

With the numerical values taken in kelvin and seconds, a plot of the left side against 1/Tp is a straight line of slope E/k. The integrated ramps give:

- β = 0.5 K/s: Tp = 419.88 K, ln(Tp²/β) = 12.7731
- β = 2 K/s: Tp = 437.09 K, ln(Tp²/β) = 11.4671
- β = 8 K/s: Tp = 455.73 K, ln(Tp²/β) = 10.1644

A fit to the unrounded values gives a slope of 13925 K and an intercept of −20.392 (the rounded values listed above give 13924 K and −20.389). Then

E = k × slope = 8.617333 × 10⁻⁵ × 13925 eV = 1.200 eV,

ν = slope × e^(−intercept) = 13925 × e^(20.392) s⁻¹ = 1.00 × 10¹³ s⁻¹.

These data carry no measurement noise. With real data the prefactor is much less certain than the barrier. Suppose the slope is wrong by 1% while the line still passes through the middle point. From ln ν = ln(slope) − ln(Tp²/β) + slope/Tp, the error in ln ν is 0.01 × (1 + xp) = 0.33, which is a factor of about 1.4 in ν.

The heating rate must also be varied widely, because the peak moves slowly. Taking the logarithm of the equation in part (b) gives 2 ln xp + xp = ln(νE/(kβ)). At fixed E and ν, differentiation yields (2/xp + 1) dxp = −d ln β. Since dxp = −xp dTp/Tp,

dTp/d ln β = Tp/(xp + 2) = 437.09 K/33.859 = 12.9 K.

A fourfold change of β should therefore move the peak by about 12.9 × ln 4 = 17.9 K. The listed shifts are 17.2 K downwards and 18.6 K upwards. They differ because Tp/(xp + 2) itself grows as Tp rises and xp falls.

**(f) How does the result change for second-order desorption, or for a barrier that depends on coverage?**

If two adsorbed particles must meet before leaving, the model rate is r = νθ²e^(−x). Now dθ/dT = −(ν/β)θ²e^(−x) and ln r contains 2 ln θ, so

d ln r/dT = E/(kT²) − 2(ν/β) θ e^(−x).

The coverage no longer cancels. To see its effect, integrate the rate equation:

1/θ = 1/θ0 + J(T),  J(T) = (ν/β) ∫ e^(−E/(kT')) dT', from T0 to T.

By the method of part (c), J ≈ (ν/β)(T/x)e^(−x) to leading order in 1/x. The peak condition x/T = 2(ν/β)θe^(−x) then becomes 1 ≈ 2θJ. With θ = θ0/(1 + θ0J) this gives θ0J ≈ 1, hence θp ≈ θ0/2. Putting this back,

E/(kTp²) ≈ (νθ0/β) e^(−E/(kTp)).

To this order the second-order peak lies where a first-order peak with prefactor νθ0 would lie. For θ0 = 1 it should nearly coincide with the first-order one, and for smaller θ0 it should be higher. With the same E, ν and β, the integrated second-order curves peak at 436.4 K for θ0 = 1 and at 458.0 K for θ0 = 0.2. The first-order peak stays at 437.09 K for both coverages. Repeating a ramp with different doses therefore distinguishes these two models.

A moving peak does not by itself prove second-order kinetics. Return to first order but let E depend on θ. The term −E/(kT) in ln r then contributes the additional derivative

−(1/(kT)) (dE/dθ)(dθ/dT) = +(1/(kT)) (dE/dθ)(ν/β) θ e^(−x),

and the peak condition becomes

E(θp)/(kTp²) = (ν/β) e^(−E(θp)/(kTp)) [1 − (θp/(kTp)) dE/dθ],

with dE/dθ taken at θp. The simple condition requires |θ dE/dθ| to be small compared with kTp, here 0.038 eV. A value of only 0.01 eV already changes the bracket by 27%. The bracket multiplies ν, so by part (e) ignoring it shifts the barrier inferred from one peak, relative to E(θp), by about 0.0365 eV × |ln(bracket)| ≈ 0.01 eV, a little under 1%. The barrier must also vary little between the coverages being compared, since E(θp) enters the exponential. If peaks shift with dose, the formulas of parts (d) and (e) should not be applied until the cause of the shift is known.

Calculated quantities

```
Boltzmann constant k = 8.617333e-05 eV/K
Barrier E = 1.20 eV = 115.8 kJ/mol
Prefactor nu = 1.0e+13 1/s, heating rate beta = 2.0 K/s
Start temperature T0 = 200 K, initial coverage = 1
nu*E/(k*beta) = 6.9627e+16 (dimensionless)
xp = E/(k*Tp) from Lambert function = 31.8593
Tp from integrated rate curve = 437.0916 K
Tp from peak condition = 437.0916 K
Growth term E/(k*Tp^2) = 0.072889 1/K
Depletion term (nu/beta)*exp(-xp) = 0.072889 1/K
Rate constant at peak = 0.14578 1/s
Maximum desorption rate = 0.05680 1/s
Curvature of ln(rate), integrated = -5.646359e-03 1/K^2
Curvature of ln(rate), formula = -5.646359e-03 1/K^2
Tp with initial coverage 0.2 = 437.0916 K
Tp with start at 300 K = 437.0916 K
Start at 450 K: rate falls from the outset
Second order, Tp at initial coverage 1 = 436.37 K
Second order, Tp at initial coverage 0.2 = 458.05 K
Coverage fraction at peak, integrated = 0.38966
Coverage fraction at peak, exponential integral = 0.38966
Coverage fraction at peak, short series = 0.38941
1/e = 0.36788
nu*Tp/beta = 2.1855e+15, its log = 35.3206
ln(xp) = 3.4613
k*Tp = 0.037666 eV
E recovered from one peak = 1.200000 eV
E from estimate with 3.64 = 1.1933 eV
Relative error of that estimate = -0.561 %
Estimate error at this Tp, nu/beta = 1e+08 1/K: -2.68 %
Estimate error at this Tp, nu/beta = 1e+10 1/K: -1.50 %
Estimate error at this Tp, nu/beta = 1e+13 1/K: -0.49 %
Estimate error at this Tp, nu/beta = 1e+15 1/K: -0.08 %
E if nu is taken as 1e12 1/s = 1.1160 eV
E if nu is taken as 1e14 1/s = 1.2842 eV
dE/d(ln nu) at fixed Tp = 0.03652 eV
Heating rate 0.5 K/s: Tp = 419.8803 K, ln(Tp^2/beta) = 12.77309
Heating rate 2.0 K/s: Tp = 437.0916 K, ln(Tp^2/beta) = 11.46714
Heating rate 8.0 K/s: Tp = 455.7273 K, ln(Tp^2/beta) = 10.16435
Line slope = 13925.42 K, intercept = -20.3921
E from line = 1.20000 eV, nu from line = 1.0000e+13 1/s
dTp/d(ln beta), integrated = 12.9092 K
dTp/d(ln beta), formula = 12.9091 K
```
